# Depolarization field and coercive field in a short-circuited ferroelectric gate stack: a numerical check

```python
"""Depolarization field of a ferroelectric film in series with a dielectric.

Result under test, at short circuit with ideal identical electrodes:
    E_film = -k P,  k = 1 / [eps0 (eps_b + eps_d t_f / t_d)]
P: switchable polarization; eps_b: background permittivity of the film;
eps_d: permittivity of the dielectric; t_f, t_d: thicknesses.
A frozen remanent P_r gives |E_film| > E_c (coercive field) when
    t_d > eps_d t_f / [P_r/(eps0 E_c) - eps_b],  if P_r > eps0 eps_b E_c.
When P can follow its hysteresis branch or its Landau equation of state
    E = a P + b P^3,  the film field does not exceed E_c.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

NM, MVCM, UCCM2 = 1e-9, 1e8, 1e-2
t_f, t_d, eps_b, eps_d = 10 * NM, 1 * NM, 30.0, 4.0
P_r, E_c = 20 * UCCM2, 1 * MVCM
loop_width = 0.4 * MVCM


def slope_formula(film, diel):
    return 1 / (eps0 * (eps_b + eps_d * film / diel))


def poisson_fields(P, film, diel, period=8 * NM, n_diel=10):
    """Normal field in every cell; P has shape (lateral, film cells).

    Solves div D = 0 with both electrodes at zero potential and a
    laterally periodic cell. The film lies below the dielectric.
    """
    nx, n_film = P.shape
    h = np.r_[np.full(n_film, film / n_film), np.full(n_diel, diel / n_diel)]
    eps = eps0 * np.r_[np.full(n_film, eps_b), np.full(n_diel, eps_d)]
    c = eps / h
    vertical = np.diag(c[:-1] + c[1:])
    vertical -= np.diag(c[1:-1], 1) + np.diag(c[1:-1], -1)
    eye = np.eye(nx)
    lateral = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    weight = (eps[:-1] * h[:-1] + eps[1:] * h[1:]) / 2
    matrix = np.kron(eye, vertical)
    matrix += np.kron(lateral, np.diag(weight)) / (period / nx) ** 2
    P_all = np.hstack([P, np.zeros((nx, n_diel))])
    source = -np.diff(P_all, axis=1)
    phi = np.linalg.solve(matrix, source.ravel()).reshape(nx, -1)
    phi = np.pad(phi, ((0, 0), (1, 1)))
    return -np.diff(phi, axis=1) / h


def frozen_fields(P, film, diel):
    field = poisson_fields(np.full((1, 20), P), film, diel)[0]
    return field[:20].mean(), field[20:].mean()


def slope_numeric(film, diel):
    return -frozen_fields(P_r, film, diel)[0] / P_r


# Film and dielectric fields, and stored energy, from the Poisson solution
for film, diel in [(10, 1), (10, 0.1), (3, 2), (50, 1)]:
    film, diel = film * NM, diel * NM
    Ef, Ed = frozen_fields(P_r, film, diel)
    k = slope_formula(film, diel)
    assert np.isclose(Ef, -k * P_r, rtol=1e-9)
    assert np.isclose(Ed, k * P_r * film / diel, rtol=1e-9)
    energy = eps0 / 2 * (eps_b * Ef**2 * film + eps_d * Ed**2 * diel)
    assert np.isclose(energy, k * P_r**2 * film / 2, rtol=1e-9)

# Averages obey the same law when P varies laterally and in depth
rng = np.random.default_rng(4)
P_map = P_r * rng.uniform(-0.5, 1.0, (16, 20))
local = poisson_fields(P_map, t_f, t_d)[:, :20]
assert np.isclose(local.mean(), -slope_formula(t_f, t_d) * P_map.mean(),
                  rtol=1e-8)
assert np.ptp(local) > abs(local.mean())

# Threshold thicknesses found from the numerical field
t_d_crit = eps_d * t_f / (P_r / (eps0 * E_c) - eps_b)
t_f_crit = t_d * (P_r / (eps0 * E_c) - eps_b) / eps_d
root = brentq(lambda d: slope_numeric(t_f, d * NM) * P_r / E_c - 1, 0.01, 5)
assert np.isclose(root * NM, t_d_crit, rtol=1e-7)
root = brentq(lambda f: slope_numeric(f * NM, t_d) * P_r / E_c - 1, 1, 500)
assert np.isclose(root * NM, t_f_crit, rtol=1e-7)
P_min = eps0 * eps_b * E_c
assert abs(frozen_fields(0.95 * P_min, t_f, 1e5 * NM)[0]) < E_c
assert abs(frozen_fields(1.05 * P_min, t_f, 1e5 * NM)[0]) > E_c


# Hysteresis branch: many units, each reversing at its own threshold field
N = 200001
quantile = (np.arange(N) + 0.5) / N


def switch_units(thresholds, P_sat, k):
    """Reverse the weakest units in turn until the field holds the rest."""
    P = P_sat * (1 - 2 * np.arange(N) / N)
    return P[np.argmax(k * P <= thresholds)]


P_sat = P_r / np.tanh(E_c / loop_width)


def loop_state(k):
    """Crossing of P = E/k with the tanh branch; E is the field magnitude."""
    E = brentq(lambda x: x / k - P_sat * np.tanh((E_c - x) / loop_width),
               0, E_c, xtol=1e-3)
    return E, E / k


tanh_thresholds = E_c + loop_width * np.arctanh(2 * quantile - 1)
square_thresholds = E_c * (1 + 1e-3 * np.arctanh(2 * quantile - 1))
for diel in np.array([0.1, 0.15, 0.25, 0.6, 1.0, 5.0]) * NM:
    k = slope_numeric(t_f, diel)
    P_end = switch_units(tanh_thresholds, P_sat, k)
    E_loop, P_loop = loop_state(slope_formula(t_f, diel))
    assert abs(P_end - P_loop) < 1e-4 * P_r
    assert k * P_end < E_c
    P_end = switch_units(square_thresholds, P_r, k)
    assert np.isclose(P_end, min(P_r, E_c / k), rtol=1e-2)
    for spread in (0.1, 0.5, 1.0):
        skewed = np.sort(E_c * rng.lognormal(0, spread, N))
        P_end = switch_units(skewed, P_r, k)
        assert P_end > 0 and k * P_end < np.median(skewed)

# Landau film with the same remanent polarization and coercive field
a = -1.5 * np.sqrt(3) * E_c / P_r
b = -a / P_r**2
peak = minimize_scalar(lambda p: (a * p + b * p**3) / E_c,
                       bounds=(0, P_r), method="bounded",
                       options={"xatol": 1e-10})
assert np.isclose(-peak.fun, 1, rtol=1e-8)
assert np.isclose(peak.x, P_r / np.sqrt(3), rtol=1e-4)


def landau_formula(k):
    return P_r * np.sqrt(max(0.0, 1 - k / abs(a)))


def landau_relax(k):
    """Let P relax in time from P_r under the field that it creates."""
    def rate(_, p):
        P = p * P_r
        return (-k * P - a * P - b * P**3) / (abs(a) * P_r)
    run = solve_ivp(rate, (0, 400), [1.0], method="LSODA",
                    rtol=1e-9, atol=1e-12)
    return run.y[0, -1] * P_r


def thickness_at(k):
    return eps_d * t_f / (1 / (eps0 * k) - eps_b)


t_d_peak = thickness_at(2 * abs(a) / 3)
t_d_lost = thickness_at(abs(a))
table_thicknesses = [0.1 * NM, t_d_crit, t_d_peak, 0.6 * NM, t_d]
for diel in table_thicknesses:
    k = slope_numeric(t_f, diel)
    assert abs(landau_relax(k) - landau_formula(k)) < 1e-6 * P_r
assert landau_relax(slope_numeric(t_f, 0.95 * t_d_lost)) > 0.1 * P_r
assert landau_relax(slope_numeric(t_f, 1.10 * t_d_lost)) < 1e-3 * P_r

scan = np.linspace(0.05, 0.9, 86) * NM
scan_k = np.array([slope_numeric(t_f, d) for d in scan])
scan_field = scan_k * np.array([landau_relax(k) for k in scan_k])
assert scan_field.max() <= E_c * (1 + 1e-6)
assert scan_field.max() > 0.999 * E_c
assert abs(scan[np.argmax(scan_field)] - t_d_peak) < 0.011 * NM

# Worked example
k = slope_formula(t_f, t_d)
Ef, Ed = frozen_fields(P_r, t_f, t_d)
E_loop, P_loop = loop_state(k)
au_field = physical_constants["atomic unit of electric field"][0]
print(f"Film thickness t_f = {t_f/NM:.1f} nm, eps_b = {eps_b:.0f}")
print(f"Dielectric thickness t_d = {t_d/NM:.1f} nm, eps_d = {eps_d:.0f}")
print(f"Remanent polarization P_r = {P_r/UCCM2:.1f} uC/cm^2")
print(f"Coercive field E_c = {E_c/MVCM:.2f} MV/cm")
print(f"eps_b + eps_d t_f/t_d = {eps_b + eps_d*t_f/t_d:.1f}")
print(f"P_r/(eps0 E_c) = {P_r/(eps0*E_c):.2f}")
print(f"Slope k = {k*UCCM2/MVCM:.4f} (MV/cm)/(uC/cm^2)")
print(f"Frozen film field = {Ef/MVCM:.3f} MV/cm = {Ef/au_field:.3e} a.u.")
print(f"Frozen dielectric field = {Ed/MVCM:.2f} MV/cm")
print(f"Frozen |E_film|/E_c = {abs(Ef)/E_c:.3f}")
print(f"Critical t_d at t_f = 10 nm: {t_d_crit/NM:.4f} nm")
print(f"Critical t_f at t_d = 1 nm: {t_f_crit/NM:.2f} nm")
print(f"Smallest P_r with a threshold: {P_min/UCCM2:.3f} uC/cm^2")
print(f"tanh loop width = {loop_width/MVCM:.2f} MV/cm")
print(f"tanh loop saturation P = {P_sat/UCCM2:.3f} uC/cm^2")
print(f"Upper bound E_c/k on retained P = {E_c/k/UCCM2:.3f} uC/cm^2")
print(f"Loop: retained P = {P_loop/UCCM2:.3f} uC/cm^2")
print(f"Loop: |E_film| = {E_loop/MVCM:.4f} MV/cm")
print(f"Loop: dielectric field = {E_loop*t_f/t_d/MVCM:.2f} MV/cm")
print(f"Landau |a| = {abs(a)*UCCM2/MVCM:.4f} (MV/cm)/(uC/cm^2)")
print(f"Landau b = {b*UCCM2**3/MVCM:.4e} (MV/cm)/(uC/cm^2)^3")
print(f"Landau: k/|a| in the example = {k/abs(a):.4f}")
print(f"Landau: field reaches E_c at t_d = {t_d_peak/NM:.4f} nm")
print(f"Landau: P vanishes at t_d = {t_d_lost/NM:.4f} nm")
print(f"Landau: largest field in scan = {scan_field.max()/MVCM:.5f} MV/cm")
print("Table: t_d in nm, |E_film| in MV/cm, P in uC/cm^2")
print("   t_d   k/|a|  E_frozen  E_loop  P_loop  E_Landau  P_Landau")
for diel in table_thicknesses:
    k = slope_formula(t_f, diel)
    E_l, P_l = loop_state(k)
    P_u = landau_formula(k)
    print(f"{diel/NM:6.4f}  {k/abs(a):6.4f}  {k*P_r/MVCM:8.4f}"
          f"  {E_l/MVCM:6.4f}  {P_l/UCCM2:6.3f}"
          f"  {k*P_u/MVCM:8.4f}  {P_u/UCCM2:8.3f}")
print("PASS")
```

Output:

```
Film thickness t_f = 10.0 nm, eps_b = 30
Dielectric thickness t_d = 1.0 nm, eps_d = 4
Remanent polarization P_r = 20.0 uC/cm^2
Coercive field E_c = 1.00 MV/cm
eps_b + eps_d t_f/t_d = 70.0
P_r/(eps0 E_c) = 225.88
Slope k = 0.1613 (MV/cm)/(uC/cm^2)
Frozen film field = -3.227 MV/cm = -6.275e-04 a.u.
Frozen dielectric field = 32.27 MV/cm
Frozen |E_film|/E_c = 3.227
Critical t_d at t_f = 10 nm: 0.2042 nm
Critical t_f at t_d = 1 nm: 48.97 nm
Smallest P_r with a threshold: 2.656 uC/cm^2
tanh loop width = 0.40 MV/cm
tanh loop saturation P = 20.271 uC/cm^2
Upper bound E_c/k on retained P = 6.198 uC/cm^2
Loop: retained P = 5.507 uC/cm^2
Loop: |E_film| = 0.8885 MV/cm
Loop: dielectric field = 8.89 MV/cm
Landau |a| = 0.1299 (MV/cm)/(uC/cm^2)
Landau b = 3.2476e-04 (MV/cm)/(uC/cm^2)^3
Landau: k/|a| in the example = 1.2420
Landau: field reaches E_c at t_d = 0.3984 nm
Landau: P vanishes at t_d = 0.7025 nm
Landau: largest field in scan = 0.99998 MV/cm
Table: t_d in nm, |E_film| in MV/cm, P in uC/cm^2
   t_d   k/|a|  E_frozen  E_loop  P_loop  E_Landau  P_Landau
0.1000  0.2022    0.5253  0.4641  17.669    0.4692    17.864
0.2042  0.3849    1.0000  0.6771  13.542    0.7843    15.686
0.3984  0.6667    1.7321  0.8025   9.267    1.0000    11.547
0.6000  0.8994    2.3367  0.8498   7.273    0.7411     6.344
1.0000  1.2420    3.2269  0.8885   5.507    0.0000     0.000
PASS
```
